# Ideal two-terminal resistance of a metallic carbon nanotube

**Problem.** A metallic carbon nanotube connects two large metal reservoirs. At the Fermi level it has two spin-degenerate transmitting modes. Electrons cross the tube without scattering, and the contacts reflect nothing. A small voltage is applied between the reservoirs. What is the resistance, voltage divided by current?

The algebra uses atomic units, $\hbar=e=1$, so that $h=2\pi$ and resistance is measured in $\hbar/e^2$. Current is counted positive along the particle flow from left to right. The left reservoir has the higher chemical potential, with $\mu_L-\mu_R=V$.

## A tempting solution

In a tube of length $L$ with periodic boundary conditions, neighbouring wavenumbers are $2\pi/L$ apart, and an electron with velocity $v$ contributes $v/L$ to the current. Right movers come from the left reservoir and have occupation $f_L$. Left movers come from the right reservoir and have occupation $f_R$. One mode therefore carries

$$I_1=\int_{v>0}\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac{1}{2\pi}\int dE\,(f_L-f_R)=\frac{V}{2\pi}.$$

"Two spin-degenerate modes" means one mode for spin up and one for spin down. The conductance is then $G=2/(2\pi)=1/\pi$, and the resistance is $R=\pi$, or 12.91 kilo-ohms.

## Where it fails

The integral is correct for a single spin state. The fault is in the sentence after it, which takes the two modes to be the two spins. A spin-degenerate mode is one orbital wave that can be occupied with either spin, so it already stands for two channels. Two such modes make four channels. The answer above belongs to a conductor with one orbital mode.

To settle the count, one has to see that the tube really has two different orbital waves at the Fermi level.

## The two orbital modes

Take an $(n,n)$ armchair tube with one $\pi$ orbital per atom and hopping energy $-t$ between nearest neighbours. Orbital energies are set to zero. This model leaves out curvature, electron interaction and vibrations.

One third of the bonds run around the circumference. Call the two atoms of such a bond A and B. These bonds form rings of $n$ bonds each, and successive rings are half an axial period, $a/2$, apart. Atom A has three neighbours: the B atom of its own bond, and one B atom in each of the two adjacent rings. The circumferential bonds to which these two B atoms belong are also displaced around the tube by half the spacing between bonds in a ring. Both are displaced in the same direction, from B towards A, which is counted as negative.

Let a Bloch wave gain the phase $\theta=ka/2$ from one ring to the next, and the phase $\phi$ for the half-spacing displacement around the tube. Going once around is $2n$ half-spacings, so $2n\phi$ must be a multiple of $2\pi$, which gives $\phi=\pi q/n$ with integer $q$. With amplitudes $A$ and $B$ on the two atoms,

$$EA=-t\left(1+2\cos\theta\,e^{-i\phi}\right)B,\qquad EB=-t\left(1+2\cos\theta\,e^{i\phi}\right)A.$$

The term $2\cos\theta=e^{i\theta}+e^{-i\theta}$ collects the two adjacent rings. Inserting one equation into the other gives

$$E^2=t^2\left(1+4\cos\theta\cos\phi+4\cos^2\theta\right)=t^2\left[(2\cos\theta+\cos\phi)^2+\sin^2\phi\right].$$

Adding $\pi$ to both $\theta$ and $\phi$ changes nothing in the equations. Each wave is therefore counted once if $\theta$ covers a full range of $2\pi$ and $\phi$ is kept in $-\pi/2<\phi\le\pi/2$.

The energy can vanish only if $\sin\phi=0$, that is, for $\phi=0$. The two equations then have the solutions $A=B$ and $A=-B$, with energies

$$E_+=-t(1+2\cos\theta),\qquad E_-=+t(1+2\cos\theta).$$

The bands are symmetric about zero and there is one electron per orbital, so the Fermi level of the undoped tube is $E=0$. Both energies vanish at $\cos\theta=-\tfrac12$, or $\theta=\pm2\pi/3$. Since $\theta=ka/2$, the velocities are

$$v_\pm=\frac{dE_\pm}{dk}=\frac a2\,\frac{dE_\pm}{d\theta}=\pm\,ta\sin\theta .$$

The wave with $A=B$ moves right at $\theta=+2\pi/3$, and the wave with $A=-B$ moves right at $\theta=-2\pi/3$. These are the two modes. They differ in their orbital form, and spin has not yet entered. Both have speed $\tfrac{\sqrt3}{2}ta$.

## The correct current

Each orbital mode holds two electrons per wavenumber, so its current is

$$I_1=2\int_{v>0}\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac1\pi\int dE\,(f_L-f_R),$$

because $v\,dk=dE$ along the branch. The velocity has dropped out: a slower mode holds more electrons per unit energy, in the same proportion as each of them carries less current.

The energy integral does not depend on temperature. Write $f_{L,R}=f(E-\mu_{L,R})$ with the Fermi function $f$. Then

$$\int dE\,(f_L-f_R)=\int_{\mu_R}^{\mu_L}d\mu\int dE\,\bigl[-f'(E-\mu)\bigr]=\mu_L-\mu_R=V,$$

since the inner integral is $f(-\infty)-f(\infty)=1$. Infinite limits are justified when the branch extends many thermal energies beyond both chemical potentials. Here the right-moving branches run from $-3t$ to $t$ and from $-t$ to $3t$, so the condition is well met.

Each mode gives $I_1=V/\pi$, and the two modes add:

$$I=\frac{2V}{\pi},\qquad G=\frac2\pi,\qquad R=\frac{\pi}{2}.$$

To restore units, multiply by $\hbar/e^2$ and use $\hbar=h/2\pi$:

$$R=\frac{\pi}{2}\,\frac{\hbar}{e^2}=\frac{h}{4e^2}=1.5708\times4.1082\ \text{kilo-ohms}=6.453\ \text{kilo-ohms}.$$

The 4 is two orbital modes times two spins. At a bias of 0.01 V the current is $0.01\ \text{V}/6453\ \text{ohms}=1.55$ microamperes.

## What the resistance means

Nothing scatters in the tube, yet $R$ is not zero. The reservoirs can offer electrons in great number, but the tube accepts them in four channels, and each channel carries a current of $V/2\pi$ and no more. The resistance belongs to the whole arrangement of reservoir, tube and reservoir. It is not a resistivity times a length, and a longer perfect tube has the same $R$. The power $IV$ is still turned into heat. Since the model has no energy loss inside the tube, this must happen in the reservoirs.

## How far the two-mode count holds

For $\phi\neq0$ the square in the band formula can be made zero by choosing $\cos\theta=-\tfrac12\cos\phi$, so each such subband begins at $|E|=t|\sin\phi|$. The lowest onset belongs to $\phi=\pm\pi/n$:

$$\Delta=t\sin\frac{\pi}{n}.$$

Within the model, the result $R=\pi/2$ requires both chemical potentials to lie within $\pm\Delta$, at a distance of many thermal energies from either edge. Real tubes have tighter limits from the vibrations left out here. Above a bias of roughly 0.16 to 0.2 V electrons can emit optical phonons and scatter back. At room temperature, tubes longer than a mean free path of order a micrometre show a resistance that grows with length.

Take a (10,10) tube with the round parameters $t=2.7$ eV and bond length 1.42 angstrom, which give $a=2.460$ angstrom. The mode speed is

$$\tfrac{\sqrt3}{2}\times2.7\times2.460=5.75\ \text{eV angstrom},$$

and the onset is $\Delta=2.7\sin18^\circ=0.834$ eV. The thermal energy at 300 K is 0.0259 eV, about 32 times smaller, so thermal occupation of the next subbands is negligible.

Diagonalizing the Hamiltonian built from the atomic positions gives two right-moving modes at 0.2 eV and six at 1.0 eV. The rise by four follows from the band formula. There are two subbands, $\phi=\pm\pi/n$, and each has two minima, at opposite values of $\theta$. Just above each minimum the band curves upward, and its rising side adds one right mover, which makes four in all. A tube doped to 1.0 eV would therefore not have the resistance found here.

Summing the current over the computed Bloch states, filled by the two reservoirs, gives $G=0.636620$, which is $2/\pi$ to the digits shown. The value is the same for biases of 0.01 V and 0.1 V, for 200 K and 300 K, and when the hopping is reduced by a factor 0.75. The last case tests the cancellation of the velocity. The transmission summed over orbital modes at 0.2 eV is 2.0000 for a section of one unit cell and also for eight. The leads in that calculation are the same perfect tube, so this confirms the mode count; the independence of length follows from the assumption that nothing is reflected.

## An imperfect contact

Suppose now that electrons are partly reflected. If $\mathcal T(E)$ is the transmission probability summed over orbital modes, the net current per unit energy is reduced from $2(f_L-f_R)/\pi$ to $\mathcal T(f_L-f_R)/\pi$. The same $\mathcal T$ applies to both directions, since otherwise a current would flow between reservoirs in equilibrium. If $\mathcal T$ hardly varies over the bias and thermal window, then

$$R=\frac{\pi}{\mathcal T}.$$

As an example, let the hopping between two neighbouring rings at one contact be multiplied by $s$. This change is the same all around the tube and treats A and B alike, so the modes $A=B$ and $A=-B$ do not mix. Each is a simple chain with one ring per site and one weak bond, say between sites 0 and 1. Let the wave be $e^{i\theta j}+re^{-i\theta j}$ for $j\le0$ and $\tau e^{i\theta j}$ for $j\ge1$. The equation at site 0 requires the left-hand form, continued to site 1, to equal $s$ times the true amplitude there. The equation at site 1 gives the mirror condition:

$$e^{i\theta}+re^{-i\theta}=s\tau e^{i\theta},\qquad s(1+r)=\tau .$$

Putting $r=\tau/s-1$ into the first condition gives $2i\sin\theta=\tau\,(se^{i\theta}-e^{-i\theta}/s)$, and hence

$$|\tau|^2=\frac{4s^2\sin^2\theta}{1-2s^2\cos2\theta+s^4}.$$

This is even in $\theta$, so it holds for either direction of travel. It equals 1 for $s=1$ and vanishes as $s\to0$, where the contact is cut and $R$ diverges.

The band energies give $\cos\theta=-\tfrac12(1\pm E/t)$ for the two modes. With $s=0.5$ and the Fermi level at 0.2 eV, the two values of $|\tau|^2$ add up to $\mathcal T=1.1413$. A Green's function calculation for the full tube gives the same number. The resistance is

$$R=\frac{\pi}{1.1413}\times4.1082\ \text{kilo-ohms}=11.31\ \text{kilo-ohms}.$$

One weak contact has raised the resistance by about three quarters of its ideal value, with the tube itself still perfect. With a single weak contact the result does not depend on the tube length. With two, the waves reflected at the ends interfere and $\mathcal T$ varies with length. For $|E|<\Delta$, $\mathcal T$ cannot exceed 2, so $h/(4e^2)$ is the lowest two-terminal resistance this model allows as long as both chemical potentials stay many thermal energies inside $\pm\Delta$. Closer to an edge, thermally occupied subbands add current and the resistance can fall below this value. The numerical output below lists the values used.

## Values computed for the example and the checks

```
tube indices: (10,10), atoms per cell: 40
hopping energy: 2.70 eV
bond length: 1.42 angstrom
axial period: 2.460 angstrom
mode speed near the crossing (hbar v): 5.75 eV angstrom
onset of next subbands, from bands: 0.834 eV
onset of next subbands, t sin(pi/n): 0.834 eV
thermal energy at 300 K: 0.0259 eV
right-moving orbital modes at 0.2 eV: 2
right-moving orbital modes at 1.0 eV: 6
conductance 2/pi: 0.636620 e^2/hbar
conductance from states, bias 0.01 V, 300 K: 0.636620 e^2/hbar
same, bias 0.1 V: 0.636620 e^2/hbar
same, bias 0.01 V, 200 K: 0.636620 e^2/hbar
same, 300 K, hopping times 0.75: 0.636620 e^2/hbar
summed transmission at 0.2 eV, 1 cell: 2.0000
summed transmission at 0.2 eV, 8 cells: 2.0000
summed transmission at 1.0 eV, 1 cell: 6.0000
atomic unit of resistance hbar/e^2: 4.1082 kilo-ohm
ideal resistance: 1.5708 hbar/e^2
ideal resistance h/(4 e^2): 6.4532 kilo-ohm
ideal resistance from states: 6.4532 kilo-ohm
one spin-degenerate mode only: 12.9064 kilo-ohm
current at bias 0.01 V: 1.550 microampere
weak contact, hopping factor: 0.50
weak contact, summed transmission at 0.2 eV: 1.1413
weak contact, single-chain solution: 1.1413
weak contact, resistance (Fermi level 0.2 eV): 11.31 kilo-ohm
```
